Natural occupations of minimal-basis H₂ from equilibrium to dissociation

**Problem**

Two protons A and B are a distance R apart and share two electrons. The one-electron basis consists of two real 1s functions, a centred on A and b centred on B. They are normalized, spherical, nonnegative and of the same shape, which does not change with R. Their overlap is S = ∫ab. From them form the molecular orbitals σ_g and σ_u, written g and u:

g = (a + b)/√(2(1 + S)),  u = (a − b)/√(2(1 − S)).

Consider the lowest singlet state of even parity.

(a) Show that the state is found from a two-by-two configuration-interaction (CI) problem, and that g and u are its natural orbitals.

(b) Solve the problem and find the natural occupations n_g and n_u.

(c) Express the result in integrals over a and b, and show that both occupations tend to one as R → ∞.

(d) Evaluate the occupations for the STO-3G basis, in which each 1s function is a fixed sum of three Gaussians, at the energy minimum and along the dissociation curve.

**Conventions**

The algebra is in atomic units. The electronic Hamiltonian plus the proton repulsion is

H = h(1) + h(2) + 1/r₁₂ + 1/R,  h = −½∇² − 1/r_a − 1/r_b,

where r_a and r_b are the distances of an electron from A and B. Two-electron integrals are written as the interaction of two charge densities:

(pq|rs) = ∫∫ p(1)q(1) r(2)s(2)/r₁₂.

Occupations are summed over spin, so each lies between 0 and 2 and they add up to 2. In a singlet the two spins contribute equally, and an occupation of one means one half in each of the two spin orbitals.

**Solution (a): the two configurations and the natural orbitals**

The orbitals are orthonormal. For example, ∫gu is proportional to ∫(a² − b²) = 1 − 1 = 0, and ∫g² = (1 + 1 + 2S)/(2(1 + S)) = 1.

A two-electron singlet has an antisymmetric spin function, so its spatial function is symmetric under exchange of the electrons. Two orbitals give three such functions: g(1)g(2), u(1)u(2) and [g(1)u(2) + u(1)g(2)]/√2. Inversion through the bond midpoint interchanges a and b, hence g → g and u → −u. The first two functions are even and the third is odd. Since H is unchanged by inversion, it does not mix them. The even state is therefore

Ψ(1,2) = c_g g(1)g(2) + c_u u(1)u(2),  c_g² + c_u² = 1.

No other function of this symmetry exists in the basis, so the two-by-two problem is full CI here.

The spin-summed one-particle density matrix is

γ(r,r′) = 2∫Ψ(r,r₂)Ψ(r′,r₂) dr₂.

The factor 2 counts the electrons. On inserting Ψ, the terms with c_g c_u contain ∫g(r₂)u(r₂) dr₂ = 0, and the other two contain normalization integrals. What remains is

γ(r,r′) = 2c_g² g(r)g(r′) + 2c_u² u(r)u(r′).

Natural orbitals are the eigenfunctions of γ, and occupations are its eigenvalues. The expression is already diagonal, so g and u are natural orbitals at every R, with

n_g = 2c_g²,  n_u = 2c_u².

**Solution (b): the two-by-two problem**

Write h_g = ∫g h g, J_gg = (gg|gg), and similarly for u. The matrix elements are

H₁₁ = 2h_g + J_gg + 1/R,
H₂₂ = 2h_u + J_uu + 1/R,
H₁₂ = ∫∫ g(1)g(2) u(1)u(2)/r₁₂ = (gu|gu) ≡ K.

One-electron terms and 1/R drop out of H₁₂, because each leaves a factor ∫gu = 0 for at least one electron.

K is positive. It is the Coulomb self-energy integral of the density f = gu. If φ is the potential of f, so that ∇²φ = −4πf, integration by parts gives

(f|f) = ∫fφ = −(1/4π)∫φ∇²φ = (1/4π)∫|∇φ|² > 0

for any f that is not zero everywhere.

Define the half-difference of the diagonal elements and the root

Δ = (H₂₂ − H₁₁)/2,  W = √(Δ² + K²).

After subtraction of the mean (H₁₁ + H₂₂)/2, the matrix has diagonal elements −Δ and +Δ and off-diagonal element K. Its eigenvalues ε satisfy ε² − Δ² − K² = 0, so ε = ±W. The lower energy is

E = (H₁₁ + H₂₂)/2 − W = H₁₁ + Δ − W.

The second row of the eigenvalue equation with ε = −W reads K c_g + (Δ + W)c_u = 0. Since K > 0, W exceeds |Δ| and the bracket is positive, so

c_u/c_g = −K/(Δ + W).

Normalization then gives

c_g² = (W + Δ)²/[(W + Δ)² + K²].

With K² = W² − Δ² = (W + Δ)(W − Δ), the denominator becomes (W + Δ)[(W + Δ) + (W − Δ)] = 2W(W + Δ). Therefore

c_g² = (W + Δ)/(2W),  c_u² = 1 − c_g² = (W − Δ)/(2W),

and the occupations are

n_g = 1 + Δ/√(Δ² + K²),  n_u = 1 − Δ/√(Δ² + K²).

The ratio Δ/K alone decides them. Δ is the cost per electron of moving the pair from g² to u². K is the coupling through which the electrons lower their repulsion by mixing the two configurations. For Δ ≫ K the state is close to the single determinant g², with n_g near 2. For |Δ| ≪ K both occupations are near 1.

**Solution (c): atomic integrals and the limit**

By symmetry h_aa = h_bb, and the required two-electron integrals are

U = (aa|aa) = (bb|bb),  J = (aa|bb),
M = (ab|ab),  L = (aa|ab) = (bb|ab).

*One-electron part of Δ.* Expanding the orbitals gives

h_g = (h_aa + h_ab)/(1 + S),  h_u = (h_aa − h_ab)/(1 − S).

Over the common denominator 1 − S², the numerator of h_u − h_g is

(h_aa − h_ab)(1 + S) − (h_aa + h_ab)(1 − S) = 2S h_aa − 2h_ab.

*Two-electron part of Δ.* The density g² is (a² + b² + 2ab)/(2(1 + S)). Its self-interaction contains 2U from the squares of a² and b², 4M from the square of 2ab, 2J from the cross term of a² and b², and 8L from the cross terms with 2ab. For u² the sign of ab, and hence of L, is reversed. With X = U + J + 2M,

J_gg = (X + 4L)/(2(1 + S)²),  J_uu = (X − 4L)/(2(1 − S)²).

Over the common denominator 2(1 − S²)², the numerator of J_uu − J_gg is

(X − 4L)(1 + S)² − (X + 4L)(1 − S)² = 4SX − 8L(1 + S²),

because (1 + S)² − (1 − S)² = 4S and (1 + S)² + (1 − S)² = 2(1 + S²).

Since Δ = (h_u − h_g) + (J_uu − J_gg)/2, the sum is

Δ = 2(S h_aa − h_ab)/(1 − S²) + [S(U + J + 2M) − 2L(1 + S²)]/(1 − S²)².

*Coupling.* The product gu is (a² − b²)/(2√(1 − S²)). Its self-interaction is (2U − 2J)/(4(1 − S²)), hence

K = (U − J)/(2(1 − S²)).

Every term of Δ contains S, h_ab or L, each of which involves a product of functions on different centres. K contains U, the repulsion of two electrons in the same atomic orbital, which does not depend on R. It remains to prove that the first three vanish and that their cofactors stay bounded. Assume that a, ∇²a and a/r_a are square integrable, as they are for Gaussian and exponential 1s functions.

*S → 0.* Divide space at the midplane of the bond. Let P be the part of a² lying beyond this plane, on the side of B. On the side of A, the Cauchy–Schwarz inequality gives

∫ab ≤ (∫a²)^½ (∫b²)^½ ≤ 1·√P,

since b² has only the part P there. The other side gives the same bound, so S ≤ 2√P. The plane is at distance R/2 from A and the shape of a is fixed, so P → 0.

*h_ab → 0.* Separate the terms as

h_ab = ∫a(−½∇² − 1/r_b)b − ∫(a/r_a)b.

Each integral is the overlap of two square-integrable functions of fixed shape on centres that move apart. The same division of space bounds each by norms multiplied by vanishing tails.

*L → 0.* Let v(r) be the potential of the spherical density a² at distance r from its centre. A shell of radius r′ contributes its charge divided by the larger of r and r′. Consequently v(r) ≤ v(0) ≡ v₀ and v(r) ≤ 1/r. The value v₀ = ∫a²/r_a is finite, because a and a/r_a are square integrable. Then

0 ≤ L = ∫v(r_a) ab ≤ v₀S → 0.

*Cofactors.* Using v(r) ≤ 1/r twice,

J = ∫v(r_a) b² ≤ ∫b²/r_a = v(R) ≤ 1/R.

So J → 0. Also M ≤ J, because

0 ≤ ½∫∫[a(1)b(2) − b(1)a(2)]²/r₁₂ = J − M.

Finally h_aa = e_H − v(R), where e_H = ∫a(−½∇² − 1/r_a)a is the energy of a hydrogen atom in this basis. Thus h_aa is bounded.

Putting these together, as R → ∞,

Δ → 0,  K → U/2 > 0,  Δ/K → 0,

and therefore

n_g → 1,  n_u → 1.

The limit needs the electron repulsion. With K = 0 and Δ > 0, the formula gives n_g = 2 however small Δ becomes.

The approach to the limit follows from W ≈ K and S² ≪ 1. Once the two charge clouds barely overlap, J ≈ 1/R, so to leading order

n_g − 1 ≈ 2Δ/(U − 1/R).

**What the limit means**

In terms of atomic functions, Ψ contains the ionic combination a(1)a(2) + b(1)b(2) with coefficient

c_g/(2(1 + S)) + c_u/(2(1 − S)),

and the covalent combination a(1)b(2) + b(1)a(2) with coefficient

c_g/(2(1 + S)) − c_u/(2(1 − S)).

For Δ/K → 0, c_u/c_g → −1. With c_g → 1/√2 and S → 0, the ionic coefficient goes to zero and the covalent one to 1/√2. One electron stays at each proton.

The energy agrees. For large R, H₁₁ tends to 2h_aa + (U + J)/2 + 1/R, while W − Δ tends to (U − J)/2. Their difference is 2e_H − 2v(R) + J + 1/R, which tends to 2e_H, the energy of two neutral atoms. The single determinant g² has energy H₁₁ and keeps the occupations 2 and 0. Its error relative to the CI energy, W − Δ, tends to U/2. This is the cost of finding both electrons on the same atom half of the time.

Two limits on the interpretation follow from the same formulas. First, when the occupations are equal, natural orbitals are no longer unique. At S = 0,

g(r)g(r′) + u(r)u(r′) = a(r)a(r′) + b(r)b(r′),

so a and b serve equally well. Secondly, occupations of one do not identify the covalent singlet. The upper CI root has Δ replaced by −Δ in the occupations, so they also tend to one, although c_u/c_g → +1 makes that state ionic. The triplet with spatial function [g(1)u(2) − u(1)g(2)]/√2 has n_g = n_u = 1 at every R.

**Solution (d): numbers for STO-3G**

The CI energy is lowest at R = 0.7349 Å. There S = 0.66323, so S² = 0.43987 and 1 − S² = 0.56013. The atomic integrals in eV are

h_aa = −30.5939,  h_ab = −26.2703,
U = 21.0781,  J = 15.5629,
M = 8.1908,  L = 12.1777.

The one-electron part of Δ is

2[0.66323 × (−30.5939) + 26.2703]/0.56013 = 2 × 5.9795/0.56013 = 21.350 eV.

For the two-electron part, U + J + 2M = 53.0226 eV, and

[0.66323 × 53.0226 − 2 × 12.1777 × 1.43987]/0.56013² ≈ 0.31 eV.

The two terms in this bracket are each about 35 eV and nearly cancel, which is why fewer digits survive the hand calculation. With unrounded integrals the sum is Δ = 21.661 eV. The coupling is

K = (21.0781 − 15.5629)/(2 × 0.56013) = 4.923 eV.

Then

W = √(21.6614² + 4.9232²) = 22.214 eV (with Δ and K carried to four decimals),
Δ/W = 0.9751,
n_g = 1.9751,  n_u = 0.0249.

The coefficients are c_g = 0.9938 and c_u = −0.1115. Near equilibrium the single determinant is a good first description by this measure, with an energy error W − Δ = 0.55 eV relative to full CI in the same basis. The minimal basis recovers only about half of the correlation energy: in the aug-cc-pVTZ basis the corresponding error at this distance is 1.08 eV.

Along the dissociation curve the same formulas give:

R (Å) | Δ (eV) | K (eV) | n_g | n_u
0.5 | 31.73 | 4.60 | 1.990 | 0.010
1.0 | 14.56 | 5.35 | 1.939 | 0.061
1.5 | 7.03 | 6.25 | 1.747 | 0.253
2.0 | 3.30 | 7.05 | 1.424 | 0.576
2.5 | 1.48 | 7.68 | 1.189 | 0.811
3.0 | 0.61 | 8.14 | 1.075 | 0.925
4.0 | 0.078 | 8.74 | 1.009 | 0.991
5.0 | 0.0067 | 9.10 | 1.0007 | 0.9993

Δ falls below K between 1.5 and 2.0 Å. At the crossing the formula gives n_g = 1 + 1/√2 ≈ 1.71, so the loss of single-determinant character is already substantial there. At 8 Å, n_g − 1 is only 1.4 × 10⁻⁸. So small a value is a property of the Gaussian tails of STO-3G, not of H₂. The overlap there is 8 × 10⁻¹⁰, against 1 × 10⁻⁶ for exponential 1s functions with exponent 1.24, and full CI in the aug-cc-pVTZ basis gives n_g − 1 ≈ 6 × 10⁻⁵.

K approaches its limit U/2 = 10.54 eV much more slowly than the occupations approach one. At 6 Å it is still 9.34 eV. The overlap is then about 4 × 10⁻⁶, so the difference of 1.20 eV is J/2, which decays as 1/(2R). This slow term changes only the prefactor of the deviation Δ/K of the occupations from one. It raises n_g − 1 by the factor U/(U − 1/R), which is 1.16 at 5 Å and 1.13 at 6 Å, while the fast decay is set by Δ. At 5 Å the leading-order law gives n_g − 1 = 7.370 × 10⁻⁴, in agreement with direct diagonalization of the density matrix.

The numerical check checks the occupations by solving the singlet problem in the products of a and b, without using g and u. It also finds Δ > 0 and a steadily rising n_u at all sampled distances from 0.4 to 8 Å. Those two statements are numerical findings for this basis; the limit in part (c) does not depend on them.

The numerical values belong to a basis with two orbitals of fixed shape. A larger basis lets the orbitals adapt to R and admits further natural orbitals, so the two occupations need no longer add up to 2 at finite R. The shifts are much larger than the digits shown above. Full CI in the aug-cc-pVTZ basis gives (n_g, n_u) = (1.965, 0.020) at 0.7349 Å, (1.828, 0.161) at 1.5 Å, (1.584, 0.411) at 2.0 Å, (1.158, 0.842) at 3.0 Å and (1.007, 0.993) at 5.0 Å, so STO-3G approaches the limit too early. The energy minimum moves to about 0.743 Å in the cc-pVTZ basis.

Numbers as computed

```
H2, STO-3G, full CI in this basis
energy minimum: R = 0.7349 angstrom
overlap S there = 0.66323
h_aa = -30.5939 eV
h_ab = -26.2703 eV
U=(aa|aa) = 21.0781 eV
J=(aa|bb) = 15.5629 eV
M=(ab|ab) = 8.1908 eV
L=(aa|ab) = 12.1777 eV
h_g = -34.1890 eV
h_u = -12.8386 eV
J_gg = 18.3877 eV
J_uu = 19.0098 eV
H11 electronic = -49.9902 eV
H22 electronic = -6.6674 eV
Delta, one-electron part = 21.3504 eV
Delta, two-electron part = 0.3111 eV
Delta = 21.6614 eV
K = 4.9232 eV
sqrt(Delta^2+K^2) = 22.2138 eV
c_g = 0.99376, c_u = -0.11151
n_g = 1.97513, n_u = 0.02487
total CI energy at minimum = -30.9477 eV
two separate atoms, 2e_H = -25.3927 eV
well depth = 5.5550 eV
limit of K, U/2 = 10.5391 eV
err = energy of determinant g^2 minus CI energy
R/angstrom  S  Delta/eV  K/eV  n_g  n_u  err/eV
0.5 8.147e-01 3.1733e+01 4.5952 1.989677 0.010323 0.3310
1.0 4.965e-01 1.4560e+01 5.3549 1.938534 0.061466 0.9535
1.5 2.568e-01 7.0261e+00 6.2460 1.747377 0.252623 2.3749
2.0 1.192e-01 3.2995e+00 7.0515 1.423817 0.576183 4.4858
2.5 4.952e-02 1.4767e+00 7.6793 1.188841 0.811159 6.3433
3.0 1.826e-02 6.1145e-01 8.1420 1.074888 0.925112 7.5534
4.0 1.770e-03 7.8050e-02 8.7391 1.008931 0.991069 8.6614
5.0 1.078e-04 6.7064e-03 9.0991 1.000737 0.999263 9.0924
6.0 3.835e-06 3.4266e-04 9.3391 1.000037 0.999963 9.3387
R = 5.0 angstrom: n_g-1 direct = 7.37040e-04
R = 5.0 angstrom: 2Delta/(U-1/R) = 7.37040e-04
R = 8.0 angstrom: n_g-1 = 1.41e-08
```
